# Coordinate matrix elements between displaced oscillators of equal frequency, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proofs

### What goes wrong without it

When a defect in a semiconductor captures a carrier without emitting light, the electronic energy can go into vibrations. This is the process treated here. If the coupling between the two electronic states grows linearly with a vibrational coordinate $x$, the capture amplitude contains the matrix element of $x$ between the initial and final vibrational states. It is tempting to replace $x$ by a typical length and to keep the overlap of the two states as the remaining factor. That replacement makes capture strongest where the overlap is largest. For a single mode that both carries the coupling and is displaced, and with well-separated minima of the two energy curves, the true element instead has a dip in magnitude near that point, and it can vanish. A coupling carried by an undisplaced mode shows no such dip, as the section on several modes explains.

A second error comes from the choice of origin. The coordinate must be measured from the point where the coupling vanishes. In the example treated below, measuring it from the final minimum instead of the initial one, while keeping the same slope of the coupling, makes the squared element 11 times too large. The formula proved below relates the coordinate element to the overlap, which removes the first error, and shows how the element depends on the origin.

### Setting and conventions

Let $h(x)$ be the electronic Hamiltonian with the nuclei held at $x$, including the energy of the nuclei in that position. Place $x=0$ at the minimum of the initial state's energy curve, and take the electronic states $\varphi_i$ and $\varphi_f$ to be orthogonal eigenstates of $h(0)$, kept fixed as $x$ changes. Their coupling vanishes at $x=0$, since

$$
\langle\varphi_f|h(0)|\varphi_i\rangle=0 .
$$

To first order in $x$ it is therefore

$$
\langle\varphi_f|h(x)|\varphi_i\rangle = W_1x,
\tag{1}
$$

where $W_1$ is a constant with the dimension of energy per length. This is the reason for measuring the coordinate from the initial minimum. The nuclear kinetic energy adds no coupling, because the two electronic states do not depend on $x$. To lowest order in $W_1$, the transition amplitude is proportional to $W_1$ times the vibrational element of $x$.

The diagonal elements of $h(x)$ are the two energy curves. They are assumed to be parabolas of equal curvature. With each energy counted from the minimum of its own curve, the vibrational Hamiltonians are

$$
H_i=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2},\qquad
H_f=\frac{p^2}{2m}+\frac{m\omega^2(x-d)^2}{2}.
\tag{2}
$$

Here $m$ is the effective mass of the mode, $\omega$ its angular frequency, $p=-i\hbar\,d/dx$, and $d\neq0$ the displacement of the final minimum. The displacement may have either sign.

The eigenstates of $H_i$ are written $|k\rangle$ and those of $H_f$ are written $|n'\rangle$, with $k,n=0,1,2,\ldots$ A prime thus marks a final state. Their eigenvalues are

$$
H_i|k\rangle=\left(k+\tfrac12\right)\hbar\omega|k\rangle,\qquad
H_f|n'\rangle=\left(n+\tfrac12\right)\hbar\omega|n'\rangle .
\tag{3}
$$

The wavefunctions are real, and the Hermite polynomial in each has a positive leading coefficient. This fixes the signs of the separate matrix elements. Their ratio does not depend on that choice, because a change of sign of a state changes both elements together.

The Huang–Rhys factor is

$$
S=\frac{m\omega d^2}{2\hbar}.
\tag{4}
$$

The energy of the final curve at the initial minimum is $m\omega^2d^2/2=S\hbar\omega$. Thus $S$ is the relaxation energy in units of the vibrational quantum. No electromagnetic quantity enters, so the algebra is the same in Gaussian units as in any other system.

### The theorem

**Theorem.** Under the assumptions in (2), for every $n$,

$$
\boxed{\;
\langle n'|x|0\rangle
=-\frac{\hbar}{m\omega d}\,(n-S)\,\langle n'|0\rangle
\;}
\tag{5}
$$

By (4), $\hbar/(m\omega d)=d/(2S)$, so the same statement reads

$$
\langle n'|x|0\rangle
=-\frac{d}{2S}(n-S)\langle n'|0\rangle .
\tag{6}
$$

The proof compares two ways of evaluating the difference of the vibrational Hamiltonians.

**Lemma 1.** The difference is linear in the coordinate:

$$
H_f-H_i=-m\omega^2d\,x+S\hbar\omega .
\tag{7}
$$

*Proof.* The kinetic energies cancel. Expanding the square in the final potential gives

$$
\begin{aligned}
H_f-H_i
&=\frac{m\omega^2}{2}\left[(x-d)^2-x^2\right]\\
&=\frac{m\omega^2}{2}\left[-2dx+d^2\right]\\
&=-m\omega^2d\,x+\frac{m\omega^2d^2}{2}.
\end{aligned}
$$

The last term is $S\hbar\omega$ by (4). The terms in $x^2$ cancel because the frequencies are equal. $\square$

*Proof of the theorem.* Take the element of $H_f-H_i$ between $\langle n'|$ and $|0\rangle$. The operator $H_i$ acts to the right and gives $\hbar\omega/2$.

The operator $H_f$ may act to the left. Its potential is real and needs no further argument. For the kinetic part, let $\chi_n$ and $\phi_0$ be the wavefunctions of $|n'\rangle$ and $|0\rangle$. Two integrations by parts give

$$
\int\chi_n\phi_0''\,dx
=\left[\chi_n\phi_0'-\chi_n'\phi_0\right]_{-\infty}^{\infty}
+\int\chi_n''\phi_0\,dx .
$$

The bracket is zero because each function is a polynomial times a decaying Gaussian. Hence

$$
\begin{aligned}
\langle n'|(H_f-H_i)|0\rangle
&=\left[\left(n+\tfrac12\right)-\tfrac12\right]\hbar\omega\langle n'|0\rangle\\
&=n\hbar\omega\langle n'|0\rangle .
\end{aligned}
\tag{8}
$$

Lemma 1 gives the same element as

$$
\langle n'|(H_f-H_i)|0\rangle
=-m\omega^2d\langle n'|x|0\rangle
+S\hbar\omega\langle n'|0\rangle .
\tag{9}
$$

Equating (8) and (9), and moving the overlap term to the left, gives

$$
(n-S)\hbar\omega\langle n'|0\rangle
=-m\omega^2d\langle n'|x|0\rangle .
$$

Division by $-m\omega^2d$, which is nonzero, gives (5). $\square$

The number $n$ comes from the vibrational energy gained, and $S$ comes from the constant term in the difference of the potentials. No overlap had to be evaluated.

### The overlap and a second proof

The overlap itself is needed for numbers. It follows from ladder operators, which also prove the theorem by a separate route. Define

$$
\begin{aligned}
a_i&=\sqrt{\frac{m\omega}{2\hbar}}\,x+\frac{ip}{\sqrt{2m\hbar\omega}},\\
a_f&=\sqrt{\frac{m\omega}{2\hbar}}\,(x-d)+\frac{ip}{\sqrt{2m\hbar\omega}}.
\end{aligned}
\tag{10}
$$

These lower the initial and final levels respectively. Subtraction removes both $x$ and $p$:

$$
a_i=a_f+g,\qquad
g=d\sqrt{\frac{m\omega}{2\hbar}},\qquad g^2=S .
\tag{11}
$$

The real number $g$ has the sign of $d$. Taking the adjoint gives $a_i^\dagger=a_f^\dagger+g$.

**Lemma 2.** The overlap is

$$
\langle n'|0\rangle=e^{-S/2}\frac{(-g)^n}{\sqrt{n!}} .
\tag{12}
$$

*Proof.* Since $a_i|0\rangle=0$, equation (11) gives

$$
a_f|0\rangle=-g|0\rangle .
\tag{13}
$$

The raising rule $a_f^\dagger|n'\rangle=\sqrt{n+1}\,|(n+1)'\rangle$ has the adjoint $\langle n'|a_f=\sqrt{n+1}\,\langle(n+1)'|$. Taking the element of (13) with $\langle n'|$ therefore gives

$$
\sqrt{n+1}\,\langle(n+1)'|0\rangle=-g\langle n'|0\rangle .
\tag{14}
$$

Repeated use, starting from $n=0$, gives $\langle n'|0\rangle=(-g)^n\langle0'|0\rangle/\sqrt{n!}$. The raising rule agrees with the sign convention, because the coefficient of $x$ in $a_f^\dagger$ is positive.

There remains the overlap of the two ground states:

$$
\langle0'|0\rangle
=\sqrt{\frac{m\omega}{\pi\hbar}}
\int_{-\infty}^{\infty}
\exp\left\{-\frac{m\omega}{2\hbar}\left[x^2+(x-d)^2\right]\right\}dx .
$$

Completing the square,

$$
x^2+(x-d)^2=2\left(x-\frac d2\right)^2+\frac{d^2}{2}.
$$

The remaining Gaussian integral is $\sqrt{\pi\hbar/(m\omega)}$ and cancels the prefactor. The constant term leaves $\exp[-m\omega d^2/(4\hbar)]=e^{-S/2}$. $\square$

*Second proof of the theorem.* Introduce the zero-point length

$$
\lambda=\sqrt{\frac{\hbar}{2m\omega}} .
\tag{15}
$$

Adding the first line of (10) to its adjoint gives $x=\lambda(a_i+a_i^\dagger)$. On the initial ground state the lowering term vanishes, so

$$
x|0\rangle=\lambda a_i^\dagger|0\rangle
=\lambda(a_f^\dagger+g)|0\rangle .
\tag{16}
$$

For $n\geq1$, $\langle n'|a_f^\dagger=\sqrt n\,\langle(n-1)'|$. Equation (14), with $n$ replaced by $n-1$, gives

$$
\langle(n-1)'|0\rangle=-\frac{\sqrt n}{g}\langle n'|0\rangle .
$$

Therefore

$$
\langle n'|a_f^\dagger|0\rangle=-\frac ng\langle n'|0\rangle .
\tag{17}
$$

For $n=0$ both sides are zero, so (17) covers that case too. Equations (16) and (17) give

$$
\langle n'|x|0\rangle
=\lambda\left(g-\frac ng\right)\langle n'|0\rangle
=-\frac{\lambda}{g}(n-S)\langle n'|0\rangle .
\tag{18}
$$

Finally,

$$
\frac{\lambda}{g}
=\frac1d\sqrt{\frac{\hbar}{2m\omega}}\sqrt{\frac{2\hbar}{m\omega}}
=\frac{\hbar}{m\omega d},
\tag{19}
$$

which returns (5). $\square$

In this proof the two terms have separate meanings. The shift $g$ is the contribution of the displacement between the minima, and $-n/g$ comes from creating a final vibrational quantum. They have opposite signs and cancel at $n=S$.

### The origin of the coordinate

**Corollary 1.** Measured from the final minimum, the coordinate has the element

$$
\langle n'|(x-d)|0\rangle
=-\frac{\hbar}{m\omega d}(n+S)\langle n'|0\rangle .
\tag{20}
$$

*Proof.* From (4), $d=2S\hbar/(m\omega d)$. Subtracting $d\langle n'|0\rangle$ from (5) changes $n-S$ into $n-S+2S=n+S$. $\square$

Equations (5) and (20) are elements of two different operators. If the electronic coupling vanishes at the initial minimum, as in (1), the first applies. If a coupling also has a constant part $W_0$ at $x=0$, linearity gives

$$
\langle n'|(W_0+W_1x)|0\rangle
=\left[W_0-\frac{W_1\hbar}{m\omega d}(n-S)\right]\langle n'|0\rangle .
\tag{21}
$$

For $W_1\neq0$ the bracket vanishes at $n=S+m\omega d\,W_0/(\hbar W_1)$, so an element is zero only if this number is a non-negative integer.

The origin and the slope belong together. Suppose the fixed electronic states are chosen as eigenstates of $h(d)$ instead of $h(0)$. To first order in $W_1$, this subtracts from $W_1x$ a multiple of the gap between the initial and final curves, so that the coupling vanishes at $x=d$. When the transition to level $n$ conserves energy, the gap is $(n-S)\hbar\omega+m\omega^2d\,x$, which equals $(n+S)\hbar\omega$ at $x=d$. The new slope is therefore

$$
W_1\left(1-\frac{m\omega^2d^2}{(n+S)\hbar\omega}\right)=W_1\,\frac{n-S}{n+S}.
$$

Multiplied by (20), it gives the same amplitude as $W_1$ multiplied by (5). At resonance, then, the error arises when the origin of one choice is combined with the slope of the other. The agreement is restricted to the level that conserves energy. In the example below, with $\Delta E=10\hbar\omega$, the squared amplitudes of the two choices stand in the ratio $1.42$ for level 9 and $0.77$ for level 11.

Reversing the sign of $d$ changes the overlap by $(-1)^n$ and the prefactor in (5) by $-1$. The coordinate element thus changes by $(-1)^{n+1}$, and its square is unchanged.

### Momentum has the same factor

Some descriptions of the transition use electronic states that follow the nuclei. The coupling then contains the nuclear momentum. For the initial vibrational ground state its element is also fixed by the theorem.

**Corollary 2.**

$$
\langle n'|p|0\rangle=-\frac{i\hbar}{d}(n-S)\langle n'|0\rangle .
\tag{22}
$$

*Proof.* Multiplying $a_i|0\rangle=0$ by $\sqrt{2\hbar/(m\omega)}$ gives

$$
\left(x+\frac{ip}{m\omega}\right)|0\rangle=0 .
$$

Hence $p|0\rangle=im\omega x|0\rangle$. Inserting (5) gives (22). $\square$

This relation between $p$ and $x$ uses the initial ground state. It cannot be carried over unchanged to an excited initial level.

Nor does (22) alone give the transition amplitude. For electronic states that follow the nuclei, the momentum is multiplied by a derivative coupling that itself depends on $x$. At $x=0$ and to first order, the magnitude of this coupling is $|W_1|$ divided by the gap between the curves, which is $|n-S|\hbar\omega$ when energy is conserved. Holding it at that value would cancel the factor $n-S$ in (22) and give an amplitude $1/|n-S|$ times that of the linear coupling $W_1x$. The variation of the derivative coupling with $x$ therefore cannot be neglected in general.

### Zero, sum rules and the limit of no displacement

If $S$ is an integer, the coordinate element vanishes at $n=S$, while (12) gives a nonzero overlap. If $S$ is not an integer, no element vanishes, but the two levels next to $S$ have $|n-S|<1$. For large $S$ this is small compared with $\sqrt S$, the standard deviation of $n$ in the distribution below. For $S$ of order one or less there need be no marked dip.

The squared overlaps form a Poisson distribution,

$$
P_n=|\langle n'|0\rangle|^2=e^{-S}\frac{S^n}{n!} .
\tag{23}
$$

Its first two sums are

$$
\begin{aligned}
\sum_{n=0}^{\infty}nP_n
&=Se^{-S}\sum_{n=1}^{\infty}\frac{S^{n-1}}{(n-1)!}=S,\\
\sum_{n=0}^{\infty}n(n-1)P_n
&=S^2e^{-S}\sum_{n=2}^{\infty}\frac{S^{n-2}}{(n-2)!}=S^2 .
\end{aligned}
$$

The variance is therefore $S^2+S-S^2=S$. With (5) and (19), these sums give

$$
\begin{aligned}
\sum_n\langle0|n'\rangle\langle n'|x|0\rangle
&=-\frac{\lambda}{g}\sum_n(n-S)P_n=0,\\
\sum_n|\langle n'|x|0\rangle|^2
&=\frac{\lambda^2}{S}\sum_n(n-S)^2P_n=\lambda^2 .
\end{aligned}
\tag{24}
$$

Completeness of the final states gives the same values directly, because $\langle0|x|0\rangle=0$ and $\langle0|x^2|0\rangle=\lambda^2$. The displacement redistributes the squared coordinate elements among the final levels without changing their sum.

The prefactor in (5) diverges as $d\to0$, but the matrix element does not. Combining (12) and (18),

$$
\langle n'|x|0\rangle
=\lambda(-1)^{n+1}(n-S)\frac{g^{n-1}}{\sqrt{n!}}e^{-S/2}.
\tag{25}
$$

For $n=0$ this is $\lambda g e^{-S/2}$, which tends to zero. For $n=1$ it tends to $\lambda$. For $n\geq2$ the positive power of $g$ makes it vanish. This is the familiar selection rule for one oscillator: from its ground state, $x$ reaches only the first excited level.

## Second half: meaning, limits and a silicon example

### Symbols and results carried over

The initial and final vibrational curves have the same mass $m$ and frequency $\omega$, with minima at $0$ and $d$. Initial levels are $|k\rangle$ and final levels $|n'\rangle$. The Huang–Rhys factor is $S=m\omega d^2/(2\hbar)$, the zero-point length is $\lambda=\sqrt{\hbar/(2m\omega)}$, and $g=d/(2\lambda)$ obeys $g^2=S$. The result is

$$
\langle n'|x|0\rangle
=-\frac{\hbar}{m\omega d}(n-S)\langle n'|0\rangle,
\qquad
\frac{\hbar}{m\omega d}=\frac{\lambda}{g}.
\tag{26}
$$

The difference of the Hamiltonians, each counted from its own minimum, is $H_f-H_i=-m\omega^2d\,x+S\hbar\omega$. The electronic coupling is $W_1x$.

### The factor is a crossing point

Let the initial minimum lie an energy $\Delta E$ above the final one. Energy conservation from $|0\rangle$ to $|n'\rangle$ requires

$$
\Delta E+\frac{\hbar\omega}{2}
=\left(n+\frac12\right)\hbar\omega,
\qquad\text{so}\qquad \Delta E=n\hbar\omega .
\tag{27}
$$

For curves of equal frequency, the coordinate element from the initial ground state is the overlap multiplied by $-\hbar(n-S)/(m\omega d)$, and energy conservation requires $\Delta E=n\hbar\omega$. It remains to show that at this resonance the factor is the point where the two curves cross, and to treat excited initial levels, a silicon example and the limits of the model.
